# The Breit-Pauli interaction from one-photon exchange, applied to positronium, part 1

(Sections cited here and not found follow in the later parts.)

In positronium the level $2\,^3P_2$ lies $1.81\times10^{-5}$ eV above $2\,^3P_1$ when the fine structure is computed to leading order. Part of this interval comes from each spin coupling to the orbital motion of its own particle, and part from each spin coupling to the motion of the partner. The electron and the positron have the same mass and, in the centre-of-mass frame, the same speed, so one might expect the two couplings to be equally strong. If the coupling to the partner's motion had only the strength of the coupling to the particle's own motion, the interval would be $1.06\times10^{-5}$ eV. The larger number holds because the coupling to the partner's motion is twice the coupling to the particle's own motion: in $2\,^3P_2$ the two contribute $1/192$ and $1/384$ of the unit $\alpha^2E_h=1.449\times10^{-3}$ eV. The 2, and the other spin-dependent coefficients that fix the intervals between the $P$ levels, can be read from the amplitude for the exchange of one photon. The relativistic kinetic energy, the off-shell form of the interaction and, for $^3S_1$, annihilation need separate arguments.

The algebra is in atomic units, $\hbar=m_e=e=4\pi\epsilon_0=1$, in which $c=1/\alpha\approx137.036$, energies are in hartree ($E_h=\alpha^2m_ec^2$), and Maxwell's equations have their Gaussian form. Two distinguishable point Dirac particles have masses $m_1,m_2$ and charges $e_1,e_2$, and $k=e_1e_2$. Each obeys the Dirac equation with $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+e(\phi-\boldsymbol\alpha\cdot\mathbf A)$ in the standard representation, where $\boldsymbol\alpha$ has the Pauli matrices $\boldsymbol\sigma$ in its off-diagonal blocks and $\beta=\mathrm{diag}(1,-1)$. A positron is described by the charge-conjugate equation, that is, as a positive-energy particle of charge $+1$, so positronium has $k=-1$. In a Coulomb bound state of particles of unit charge and reduced mass of order $m_e$, momenta, distances and binding energies are of order one in these units, so an expansion in $v^2/c^2$ is an expansion in $1/c^2$, and a correction of order $1/c^2$ hartree is of order $\alpha^2E_h=m_ec^2\alpha^4$.

Let the particles scatter from momenta $\mathbf p_1,\mathbf p_2$ to $\mathbf p_1'=\mathbf p_1+\mathbf q$ and $\mathbf p_2'=\mathbf p_2-\mathbf q$, with energy transfer $\omega=E_1'-E_1=E_2-E_2'$. The free states are $u(\mathbf p)e^{i\mathbf p\cdot\mathbf x-iEt}$ in a box of unit volume, with $u^\dagger u=1$. This normalisation, one particle per box, is the one a Schrödinger wave function has, and it is the one for which the amplitude can be read as the matrix element of a potential. Define for each particle the transition density and the transition current in units of $c$,

$$\rho=u'^\dagger u,\qquad \mathbf j=u'^\dagger\boldsymbol\alpha\,u .$$

The transition of particle 2 carries the charge density $e_2\rho_2\,e^{i\mathbf q\cdot\mathbf x-i\omega t}$ and the current density $e_2c\,\mathbf j_2\,e^{i\mathbf q\cdot\mathbf x-i\omega t}$, because $\mathbf p_2-\mathbf p_2'=\mathbf q$ and $E_2-E_2'=\omega$. In the Lorenz gauge the potentials obey $(\nabla^2-c^{-2}\partial_t^2)\phi=-4\pi\rho_{\rm charge}$ and $(\nabla^2-c^{-2}\partial_t^2)\mathbf A=-4\pi\mathbf J/c$. On the plane wave the operator on the left is $-(q^2-\omega^2/c^2)$, so $\phi$ and $\mathbf A$ have the amplitudes $4\pi e_2\rho_2/(q^2-\omega^2/c^2)$ and $4\pi e_2\mathbf j_2/(q^2-\omega^2/c^2)$. The denominator does not vanish: $\omega$ is the integral of $\mathbf v\cdot d\mathbf p$ along the straight line from $\mathbf p_1$ to $\mathbf p_1'$, and $v<c$ gives $|\omega|<cq$. The choice between retarded and Feynman boundary conditions therefore makes no difference. The matrix element of $e_1(\phi-\boldsymbol\alpha_1\cdot\mathbf A)$ between the states of particle 1 is

$$U=4\pi k\,\frac{\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2}{q^2-\omega^2/c^2}. \tag{1}$$

This is the one-photon exchange diagram with the Feynman-gauge propagator. It is a $4\times4$ matrix in the spin labels of the two particles. For $q\to0$ at low speed it tends to $4\pi k/q^2$, positive for like charges, which fixes the overall sign: $U$ is the Born matrix element of a potential energy.

The currents are conserved. With $H_0(\mathbf p)=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2$, we have $H_0(\mathbf p)u=Eu$ and $u'^\dagger H_0(\mathbf p')=E'u'^\dagger$, so $u'^\dagger[H_0(\mathbf p')-H_0(\mathbf p)]u$ equals both $c\,(\mathbf p'-\mathbf p)\cdot\mathbf j$ and $(E'-E)\rho$. For particle 1 this reads $c\,\mathbf q\cdot\mathbf j_1=\omega\rho_1$. For particle 2 both transfers change sign, and again $c\,\mathbf q\cdot\mathbf j_2=\omega\rho_2$. Split each current into the part along $\mathbf q$ and the part $\mathbf j_\perp=\mathbf j-\mathbf q(\mathbf q\cdot\mathbf j)/q^2$ across it. Then

$$\mathbf j_1\cdot\mathbf j_2=\mathbf j_{1\perp}\cdot\mathbf j_{2\perp}+\frac{(\mathbf q\cdot\mathbf j_1)(\mathbf q\cdot\mathbf j_2)}{q^2}=\mathbf j_{1\perp}\cdot\mathbf j_{2\perp}+\frac{\omega^2}{c^2q^2}\rho_1\rho_2 .$$

The density terms in the numerator of (1) combine to $\rho_1\rho_2(q^2-\omega^2/c^2)/q^2$, the denominator cancels, and

$$U=4\pi k\left[\frac{\rho_1\rho_2}{q^2}-\frac{\mathbf j_{1\perp}\cdot\mathbf j_{2\perp}}{q^2-\omega^2/c^2}\right]. \tag{2}$$

This is the Coulomb-gauge form, exactly equal to (1) when energy is conserved. It suits the expansion better. In (1), $\omega^2/c^2q^2$ corrects the leading Coulomb term and so enters at order $1/c^2$. In (2) it corrects only the product of currents, each of which is of order $1/c$, so it enters at order $1/c^4$ and can be dropped.

The positive-energy spinor with two-component spin state $w$, $w^\dagger w=1$, follows from the lower half of $H_0u=Eu$, which gives the lower components as $c\,\boldsymbol\sigma\cdot\mathbf p/(E+mc^2)$ times the upper ones:

$$u=N\begin{pmatrix}w\\ \dfrac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+mc^2}\,w\end{pmatrix}.$$

Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ and $c^2p^2=(E-mc^2)(E+mc^2)$, the norm is $N^2[1+(E-mc^2)/(E+mc^2)]=2EN^2/(E+mc^2)$, so $N^2=(E+mc^2)/2E$. With $E\approx mc^2+p^2/2m$ this is $(1+p^2/4m^2c^2)/(1+p^2/2m^2c^2)\approx1-p^2/4m^2c^2$, and $N\approx1-p^2/8m^2c^2$. The lower components are $\boldsymbol\sigma\cdot\mathbf p\,w/2mc$ with a correction of order $1/c^3$. From here on $w'^\dagger$ and $w$ are suppressed, and $\rho$ and $\mathbf j$ are $2\times2$ matrices.

The density is needed to order $1/c^2$. The rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijl}\sigma_l$ gives $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$, and so

$$\rho=1-\frac{p^2+p'^2}{8m^2c^2}+\frac{\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4m^2c^2}.$$

The spin-free terms form a square, $-(p^2+p'^2-2\mathbf p'\cdot\mathbf p)/8m^2c^2=-q^2/8m^2c^2$, and for $\mathbf p'=\mathbf p+\mathbf q$ the cross product is $\mathbf q\times\mathbf p$. The current is needed only to order $1/c$, because its next term is of order $1/c^3$ and would enter the product at $1/c^4$. The matrix $\boldsymbol\alpha$ joins upper to lower components, so $\mathbf j=[\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf p)+(\boldsymbol\sigma\cdot\mathbf p')\boldsymbol\sigma]/2mc$. In components $\sigma_i\sigma_jp_j=p_i+i\epsilon_{ijl}p_j\sigma_l=p_i-i(\boldsymbol\sigma\times\mathbf p)_i$, and $p'_j\sigma_j\sigma_i=p'_i+i\epsilon_{jil}p'_j\sigma_l=p'_i+i(\boldsymbol\sigma\times\mathbf p')_i$. The sum is $\mathbf p+\mathbf p'+i\boldsymbol\sigma\times(\mathbf p'-\mathbf p)$. For particle 1, and for particle 2 with $\mathbf q\to-\mathbf q$,

$$\rho_1=1-\frac{q^2}{8m_1^2c^2}+\frac{i\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_1)}{4m_1^2c^2},\qquad \mathbf j_1=\frac{2\mathbf p_1+\mathbf q+i\boldsymbol\sigma_1\times\mathbf q}{2m_1c},$$

$$\rho_2=1-\frac{q^2}{8m_2^2c^2}-\frac{i\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_2)}{4m_2^2c^2},\qquad \mathbf j_2=\frac{2\mathbf p_2-\mathbf q-i\boldsymbol\sigma_2\times\mathbf q}{2m_2c}. \tag{3}$$

Nothing in (3) used conservation of the total energy. The expressions hold for any pair of momenta, a fact that matters for bound states.

In the transverse currents the terms $\pm\mathbf q$ drop out and the spin terms, already perpendicular to $\mathbf q$, are unchanged. The product has four terms:

$$4m_1m_2c^2\,\mathbf j_{1\perp}\cdot\mathbf j_{2\perp}=4\,\mathbf p_{1\perp}\cdot\mathbf p_{2\perp}-2i\,\mathbf p_1\cdot(\boldsymbol\sigma_2\times\mathbf q)+2i\,\mathbf p_2\cdot(\boldsymbol\sigma_1\times\mathbf q)+(\boldsymbol\sigma_1\times\mathbf q)\cdot(\boldsymbol\sigma_2\times\mathbf q).$$

In the middle terms $\mathbf p_\perp$ may be replaced by $\mathbf p$ because it is dotted into a vector perpendicular to $\mathbf q$, and the last term has the coefficient $i\cdot(-i)=1$. The cyclic property of the triple product gives $\mathbf p_1\cdot(\boldsymbol\sigma_2\times\mathbf q)=\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_1)$ and $\mathbf p_2\cdot(\boldsymbol\sigma_1\times\mathbf q)=\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_2)$. Further, $\mathbf p_{1\perp}\cdot\mathbf p_{2\perp}=\mathbf p_1\cdot\mathbf p_2-(\mathbf p_1\cdot\mathbf q)(\mathbf p_2\cdot\mathbf q)/q^2$ and $(\boldsymbol\sigma_1\times\mathbf q)\cdot(\boldsymbol\sigma_2\times\mathbf q)=q^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)$; no ordering question arises since the two spins commute. In $\rho_1\rho_2$ the corrections simply add at order $1/c^2$. With the minus sign in front of the current term in (2),

$$\begin{aligned}U=\frac{4\pi k}{q^2}\Big\{1&-\frac{q^2}{8c^2}\Big(\frac1{m_1^2}+\frac1{m_2^2}\Big)+\frac{i\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_1)}{4m_1^2c^2}-\frac{i\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_2)}{4m_2^2c^2}\\&-\frac{1}{m_1m_2c^2}\Big[\mathbf p_1\cdot\mathbf p_2-\frac{(\mathbf p_1\cdot\mathbf q)(\mathbf p_2\cdot\mathbf q)}{q^2}\Big]\\&+\frac{i\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_1)-i\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_2)}{2m_1m_2c^2}\\&-\frac{q^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)}{4m_1m_2c^2}\Big\}.\end{aligned}\tag{4}$$

The first line comes from the charge densities and depends on one mass at a time. The other three come from the transverse photon and carry $1/m_1m_2$. The 2 is already visible: $\mathbf q\times\mathbf p_1$ is multiplied by $\boldsymbol\sigma_1/4m_1^2$ in the first line and by $\boldsymbol\sigma_2/2m_1m_2$ in the third.

The numerical check, with its output, compares (4) with (1) evaluated from exact spinors and $4\times4$ Dirac matrices. The model kinematics are $m_1=1$, $m_2=2.5$, $k=-1$, $\mathbf p_1=(0.7,-0.4,0.5)$, $\mathbf p_2=(-0.6,0.9,1.1)$, with $\mathbf q$ chosen to conserve the relativistic energy exactly; at $c=200$ it has $q=1.355$ and $\omega=0.349$, so the energy transfer is not accidentally zero. The root-sum-square of the elements of the difference matrix is $6.7\times10^{-8}$ at $c=100$ and $4.2\times10^{-9}$ at $c=200$, in atomic units. The ratio is 16.00, as it must be if the first omitted order is $1/c^4$. The program also asserts that (1) and (2) agree to $10^{-12}$, and that leaving out any one group of terms of (4), or halving the third line, makes the difference at $c=200$ more than 50 times larger.

To pass to position space, consider an operator $V(\mathbf r)\,F(\mathbf p_1,\mathbf p_2)$ with $\mathbf r=\mathbf r_1-\mathbf r_2$ and all momentum operators standing to the right. Acting on the initial plane waves, $F$ takes its value at the initial momenta. The remaining integral has the phase $e^{i(\mathbf p_1-\mathbf p_1')\cdot\mathbf r_1+i(\mathbf p_2-\mathbf p_2')\cdot\mathbf r_2}=e^{-i\mathbf q\cdot\mathbf r}$, so the matrix element is $F\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}V(\mathbf r)$. Since (4) is written in terms of $\mathbf q$ and the initial momenta, the operator with matrix elements (4) is

$$V=\int\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf r}\,U(\mathbf q;\mathbf p_1,\mathbf p_2),$$

with $\mathbf p_1,\mathbf p_2$ to the right. An arrow below denotes this transform, under which a factor $q_i$ becomes $-i\partial_i$. Five transforms are needed.

The constant gives $4\pi\to4\pi\delta(\mathbf r)$. For $4\pi/q^2$, insert a convergence parameter $\lambda$ and do the angular integral, $\int d\Omega\,e^{i\mathbf q\cdot\mathbf r}=4\pi\sin(qr)/qr$. This leaves $(2/\pi r)\int_0^\infty q\sin(qr)\,dq/(q^2+\lambda^2)$. The integral is half the imaginary part of $\int_{-\infty}^\infty qe^{iqr}dq/(q^2+\lambda^2)$, which the residue at $q=i\lambda$ gives as $i\pi e^{-\lambda r}$. The result is $e^{-\lambda r}/r$, so $4\pi/q^2\to1/r$. One factor of $\mathbf q$ gives

$$\frac{4\pi\,\mathbf q}{q^2}\to-i\nabla\frac1r=\frac{i\,\mathbf r}{r^3}.$$

The transform $T_{ij}$ of $4\pi q_iq_j/q^4$ is fixed by symmetry and two conditions. It is a symmetric tensor built from $\mathbf r$ alone, and rescaling $\mathbf q$ shows that it scales as $1/r$, so $T_{ij}=(A\,\delta_{ij}+B\,\hat r_i\hat r_j)/r$; a delta function scales as $1/r^3$ and cannot occur. The trace is the transform of $4\pi/q^2$, so $3A+B=1$. The divergence $\partial_iT_{ij}$ is the transform of $4\pi iq_j/q^2$, which is $\partial_j(1/r)=-\hat r_j/r^2$. Directly, $\partial_i(\delta_{ij}/r)=-\hat r_j/r^2$ and $\partial_i(x_ix_j/r^3)=(3x_j+x_j)/r^3-3x_j/r^3=+\hat r_j/r^2$, so $-A+B=-1$. Hence $A=\tfrac12$, $B=-\tfrac12$, and the transverse combination that occurs in (4) becomes

$$\frac{4\pi}{q^2}\Big(\delta_{ij}-\frac{q_iq_j}{q^2}\Big)\to\frac{\delta_{ij}}{r}-\frac{\delta_{ij}-\hat r_i\hat r_j}{2r}=\frac{W_{ij}}2,\qquad W_{ij}=\frac{\delta_{ij}+\hat r_i\hat r_j}{r}.$$

The two divergences just computed cancel in $W_{ij}$, so $\partial_iW_{ij}=0$, the position-space statement of transversality.

The last transform is $4\pi q_iq_j/q^2\to-\partial_i\partial_j(1/r)$. Away from the origin, differentiating $-\partial_j(1/r)=x_j/r^3$ gives $(\delta_{ij}-3\hat r_i\hat r_j)/r^3$. This scales as $1/r^3$, so a delta function is possible, and it is found by integrating against a smooth, decaying function $\varphi$. One derivative is moved onto $\varphi$, which is harmless because $1/r^2$ is integrable; a small sphere of radius $\varepsilon$ is cut out; and the derivative is moved back. The outward normal of the region $r>\varepsilon$ on the small sphere is $-\hat{\mathbf r}$, so

$$\int\partial_i\varphi\,\partial_j\frac1r\,d^3r=\lim_{\varepsilon\to0}\left[\oint(-\hat r_i)\,\varphi\,\Big(-\frac{\hat r_j}{\varepsilon^2}\Big)\varepsilon^2d\Omega-\int_{r>\varepsilon}\varphi\,\partial_i\partial_j\frac1r\,d^3r\right].$$

The surface term tends to $\varphi(0)\int\hat r_i\hat r_j\,d\Omega=(4\pi/3)\delta_{ij}\varphi(0)$. Therefore

$$\frac{4\pi q_iq_j}{q^2}\to\frac{\delta_{ij}-3\hat r_i\hat r_j}{r^3}+\frac{4\pi}{3}\delta_{ij}\,\delta(\mathbf r), \tag{5}$$

where the first term means the limit of the integral outside a sphere. The limit exists because the angular average of $\delta_{ij}-3\hat r_i\hat r_j$ is zero. The coefficient $4\pi/3$ belongs to the spherical cut; another shape would shift weight between the two terms. The trace of (5) is $4\pi\to4\pi\delta(\mathbf r)$, as it should be.

Now take (4) term by term, with spins $\mathbf s=\boldsymbol\sigma/2$. The 1 gives the Coulomb potential $k/r$. In the second term $q^2$ cancels, leaving a constant, and the Darwin term is

$$V_{\rm D}=-\frac{\pi k}{2c^2}\Big(\frac1{m_1^2}+\frac1{m_2^2}\Big)\delta(\mathbf r). \tag{6}$$

It can be read as a form factor. A spherical charge cloud with mean square radius $\langle\xi^2\rangle$ has the Fourier transform $1-q^2\langle\xi^2\rangle/6$, and $\rho=1-q^2/8m^2c^2$ corresponds to $\langle\xi^2\rangle=3/4m^2c^2$. In the two-component description each particle acts, at this order, as if smeared over a distance of the order of its Compton wavelength $1/mc$. For an attractive pair the smearing weakens the attraction at contact, and (6) is positive for $k<0$.

Every term linear in a spin has the form $i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)\,4\pi/q^2$, which becomes $i\cdot i\,\boldsymbol\sigma\cdot(\mathbf r\times\mathbf p)/r^3=-2\,\mathbf s\cdot(\mathbf r\times\mathbf p)/r^3$. The first line of (4), with its coefficients $+k/4m_1^2c^2$ and $-k/4m_2^2c^2$, gives the spin-orbit term

The one-photon amplitude has been expanded to order $1/c^2$ in (4), and its Coulomb and Darwin terms have been carried to position space. The spin-orbit term (7) and the other position-space operators, the origin of the 2, the use of (4) in bound states and the positronium levels remain.
